# The f² Matrix: Fitting Thirteen Levels and the Purity of 3H4

## Problem

A free ion with the configuration f² has thirteen levels. They come from the repulsion between the two f electrons and from their spin-orbit coupling. The levels below belong to a model f² ion with parameters of lanthanide size. They are synthetic, not measured, and are rounded to 10 cm⁻¹. All energies are in cm⁻¹, counted from the ground level.

| J | levels |
|---|---|
| 0 | 20520, 48240 |
| 1 | 21140 |
| 2 | 4550, 16750, 22370 |
| 3 | 5950 |
| 4 | 0, 6370, 9290 |
| 5 | 2120 |
| 6 | 4320, 21160 |

The Hamiltonian within the configuration is

$$H=E_0+\sum_{k=2,4,6}F^k\hat f_k+\zeta\sum_{i=1}^{2}\mathbf l_i\cdot\mathbf s_i+\alpha\,\mathbf L^2 .$$

Here $E_0$ is a common shift, $F^k$ are the Slater integrals, $\hat f_k$ are the angular parts of the Coulomb repulsion, and $\zeta$ is the spin-orbit parameter. Angular momenta are in units of $\hbar$. The last term, the Trees correction, is an effective interaction that represents part of the influence of other configurations. There is no crystal field.

(a) Construct the matrix of $H$. (b) Fit the levels with $\alpha=0$, then with $\alpha$ free. (c) Find the LS purity of the ground level ³H₄, meaning the weight of ³H in its eigenvector.

## First estimate by scaling

Spin-orbit coupling spoils LS coupling by mixing terms of equal $J$. In perturbation theory the foreign amplitude is a coupling of order $\zeta$ divided by an energy gap $\Delta$, so the impurity scales as $(\zeta/\Delta)^2$.

The splitting of ³H supplies $\zeta$. In a two-electron triplet the spin state is symmetric, so each $\mathbf s_i$ acts within $S=1$ as $\mathbf S/2$. Hence

$$\zeta\sum_i\mathbf l_i\cdot\mathbf s_i\;\to\;\tfrac{\zeta}{2}\mathbf L\cdot\mathbf S=\tfrac{\zeta}{4}\left[J(J+1)-L(L+1)-S(S+1)\right].\tag{1}$$

The step from $J=5$ to $J=6$ is $\tfrac{\zeta}{4}(42-30)=3\zeta$. The table gives $4320-2120=2200$, so $\zeta\approx733$ cm⁻¹. For $\Delta$ take the highest $J=4$ level, 9290 cm⁻¹, as a stand-in for ¹G₄. Then

$$(733/9290)^2\approx0.0062 ,$$

which suggests a purity near 99.4 %. The estimate sets the unknown numerical factor in the coupling to one and uses an observed level in place of an unmixed energy.

## Exact solution

### States

Two electrons in fourteen spin-orbitals have $14\cdot13/2=91$ states. Exchange of the electrons multiplies the coupled orbital state by $(-1)^L$ and the spin state by $(-1)^{S+1}$. The product must be $-1$, so $L+S$ is even. The terms are ³P, ³F, ³H and ¹S, ¹D, ¹G, ¹I, with $3(3+7+11)+(1+5+9+13)=91$ states.

Since $H$ conserves $J$, it splits into blocks:

- $J=0$: ³P, ¹S
- $J=2$: ³P, ³F, ¹D
- $J=4$: ³H, ³F, ¹G
- $J=6$: ³H, ¹I
- $J=1,3,5$: ³P, ³F, ³H, one state each

This makes thirteen levels.

### Coulomb part

The multipole expansion of $1/r_{12}$ separates radial from angular factors. The radial factors give $F^k$, and the angular factor is the scalar product $\hat f_k=\mathbf C^k(1)\cdot\mathbf C^k(2)$ of normalised spherical harmonics. It commutes with $\mathbf L$ and $\mathbf S$, and each $L$ occurs once, so it is diagonal in the LS basis.

To evaluate it, expand the coupled states in products $|m_1m_2\rangle$ and apply the Wigner–Eckart theorem to each $C^k_q$. The sum over projections then contains four 3j symbols, which is the definition of a 6j symbol:

$$f_k(L)=(-1)^L(2l+1)^2\begin{pmatrix}l&k&l\\0&0&0\end{pmatrix}^2\begin{Bmatrix}l&l&k\\l&l&L\end{Bmatrix},\qquad l=3.$$

The 3j symbol vanishes for odd $k$ and for $k>6$. For $k=0$ the result is 1 for every term, so $F^0$ is absorbed in $E_0$. The others are:

| term | $f_2$ | $f_4$ | $f_6$ |
|---|---|---|---|
| ³H | −1/9 | −17/363 | −25/14157 |
| ³F | −2/45 | −1/33 | −50/1287 |
| ³P | 1/5 | 1/33 | −25/143 |
| ¹I | 1/9 | 1/121 | 25/184041 |
| ¹G | −2/15 | 97/1089 | 50/4719 |
| ¹D | 19/225 | −1/11 | 125/1287 |
| ¹S | 4/15 | 2/11 | 100/429 |

Two entries can be checked by elementary integrals, with $x=\cos\theta$. The state of ¹I with $M_L=6$ has both electrons in $m=3$, where the density is proportional to $(1-x^2)^3$ and $\langle x^2\rangle=1/9$. Thus $\langle P_2\rangle=\tfrac12(3/9-1)=-1/3$, and $f_2=(-1/3)^2=1/9$.

The state of ³H with $M_L=5$, $M_S=1$ is one determinant with $m=3$ and $m=2$, so $f_2$ is a direct minus an exchange integral. For $m=2$ the density is proportional to $x^2(1-x^2)^2$, with $\langle x^2\rangle=1/3$ and $\langle P_2\rangle=0$. The direct part vanishes. The exchange part, with $C^2_1=-\sqrt{3/2}\,\sin\theta\cos\theta\,e^{i\phi}$, is

$$\frac32\,\frac{\left[\int x^2(1-x^2)^3dx\right]^2}{\int(1-x^2)^3dx\int x^2(1-x^2)^2dx}
=\frac32\,\frac{(32/315)^2}{(32/35)(16/105)}=\frac19 ,$$

with all integrals from $-1$ to $1$. Hence $f_2=-1/9$.

### Spin-orbit part

Equation (1) gives the diagonal elements for triplets. For singlets they vanish, because a spin vector has no matrix element between two states with $S=0$.

Off the diagonal, $\mathbf l_i$ changes $L$ by at most one. Triplets have odd $L$, so two different triplets differ by at least two and do not couple. What remains is coupling between a triplet and a singlet with $|\Delta L|=1$. Each block with even $J$ therefore contains one singlet coupled to one or two triplets, while each block with odd $J$ is a single triplet state.

The squared couplings follow from the limit $F^k=\alpha=0$, where the electrons are independent. One f electron has $\mathbf l\cdot\mathbf s=\tfrac12[j(j+1)-12-\tfrac34]$, which is $-2$ for $j=5/2$ and $3/2$ for $j=7/2$. The pair energies and the allowed $J$ are:

- $(5/2)^2$: $-4\zeta$, with $J=0,2,4$
- $(5/2,7/2)$: $-\zeta/2$, with $J=1,\dots,6$
- $(7/2)^2$: $3\zeta$, with $J=0,2,4,6$

For $J=4$, equation (1) gives $\tfrac14(20-30-2)=-3$ for ³H and $\tfrac14(20-12-2)=\tfrac32$ for ³F. In the order ³H, ³F, ¹G,

$$\frac{H_{\rm so}}{\zeta}=\begin{pmatrix}-3&0&a\\0&3/2&b\\a&b&0\end{pmatrix},\qquad\text{eigenvalues }-4,\,-\tfrac12,\,3 .$$

Both traces are $-3/2$. The trace of the square gives

$$9+\tfrac94+2(a^2+b^2)=16+\tfrac14+9\quad\Rightarrow\quad a^2+b^2=7 .$$

The determinant gives

$$3b^2-\tfrac32a^2=(-4)(-\tfrac12)(3)=6 .$$

Inserting $b^2=7-a^2$ yields $21-\tfrac92a^2=6$, so $a^2=10/3$ and $b^2=11/3$. The signs of $a$ and $b$ can be changed by reversing the sign of a triplet basis state, so they affect neither energies nor weights. We take both positive: $a=1.826$, $b=1.915$.

The other blocks follow in the same way:

- $J=0$: the diagonal is $-1,0$ and the eigenvalues are $-4,3$. The determinant gives a squared coupling of 12.
- $J=6$: the diagonal is $5/2,0$ and the eigenvalues are $-1/2,3$. The squared coupling is $3/2$.
- $J=2$: the diagonal is $1/2,-2,0$ for ³P, ³F, ¹D. Let $p$ and $q$ couple ³P and ³F to ¹D. The trace of the square gives $p^2+q^2=21/2$, and the determinant gives $2p^2-q^2/2=6$. Hence $p^2=9/2$ and $q^2=6$.
- $J=1,3,5$: the single element is $-1/2$.

Adding $E_0+\sum_kF^kf_k(L)+\alpha L(L+1)$ to each diagonal element completes the matrix.

### Fit

$H$ is linear in its parameters $p_a$. For a normalised eigenvector $\mathbf c_i$,

$$E_i=\sum_ap_aD_{ia},\qquad D_{ia}=\mathbf c_i^{T}\frac{\partial H}{\partial p_a}\mathbf c_i .$$

$D_{ia}$ is also the derivative $\partial E_i/\partial p_a$. The change of the eigenvector contributes $2E_i\,\mathbf c_i^T\partial\mathbf c_i/\partial p_a$, which vanishes because the norm is fixed. A Gauss–Newton step therefore consists of diagonalising, forming $D$, and solving the linear least-squares problem $D\mathbf p\approx\mathbf E^{\rm ref}$ for new parameters. Levels are matched by $J$ and by order within $J$, so no LS label is needed for a strongly mixed level.

The starting values were $F^2=60000$, $F^4=45000$, $F^6=30000$, $\zeta=600$ and $E_0=10000$ cm⁻¹, with $\alpha=0$. The results, in cm⁻¹, are:

| parameter | without $\alpha$ | with $\alpha$ |
|---|---|---|
| $F^2$ | 69077 | 70011 |
| $F^4$ | 49167 | 50007 |
| $F^6$ | 35424 | 34998 |
| $\zeta$ | 760 | 749.7 |
| $\alpha$ | absent | 20.04 |
| rms misfit | 200 | 2.3 |

Without $\alpha$, the largest error is in ¹I₆, placed at 20571 instead of 21160 cm⁻¹. The failure has a structural cause. Since $\mathbf L^2=\mathbf l_1^2+\mathbf l_2^2+2\mathbf l_1\cdot\mathbf l_2$, we have $L(L+1)-24=2\,\mathbf l_1\cdot\mathbf l_2$. Take the trace of $(\mathbf C^k(1)\cdot\mathbf C^k(2))(\mathbf l_1\cdot\mathbf l_2)$ over the 49 orbital products $|m_1m_2\rangle$. It factorises into one-electron traces of $C^k_q$ times a component of $\mathbf l$. Such a trace vanishes unless the two tensors have equal rank, and here the ranks are $k=2,4,6$ and 1. Each $L$ from 0 to 6 occurs once among the products, so

$$\sum_{L=0}^{6}(2L+1)\,f_k(L)\,[L(L+1)-24]=0 .$$

With these weights, and for the unmixed terms, no choice of Slater integrals can imitate the Trees term. The fit weights the thirteen levels equally, so some imitation is possible, and the Slater integrals shift by up to about 930 cm⁻¹ in the attempt. Weighting each level by $(2J+1)/(2S+1)$ of its leading term, which gives each term the total weight $2L+1$, reduces the largest shift to about 180 cm⁻¹. It does not vanish, since the argument does not cover levels mixed by spin-orbit coupling.

The levels were generated with $F^2=70000$, $F^4=50000$, $F^6=35000$, $\zeta=750$ and $\alpha=20$ cm⁻¹. Rounding changes each level by at most 5 cm⁻¹. Propagated linearly through the fit, this permits errors of at most 45, 81, 39, 2.3 and 0.35 cm⁻¹ respectively. The six-parameter fit lies within these limits. They describe rounding alone; for measured levels, the shortcomings of the Hamiltonian would have to be judged separately.

### Ground level

With the six-parameter fit, the $J=4$ block in cm⁻¹ is

$$H=\begin{pmatrix}243.1&0&1368.8\\0&7452.3&1435.6\\1368.8&1435.6&7964.9\end{pmatrix},$$

and its lowest eigenvalue is $E=-0.5$ cm⁻¹. The small offset from zero is the fit residual. The first two rows of $(H-E)\mathbf c=0$ give

$$\frac{c_G}{c_H}=\frac{E-H_{HH}}{a\zeta}=\frac{-243.6}{1368.8}=-0.178,$$

$$\frac{c_F}{c_G}=\frac{b\zeta}{E-H_{FF}}=\frac{1435.6}{-7452.8}=-0.193 .$$

Normalisation then gives the purity:

$$w(^3\mathrm H)=\frac{1}{1+(c_G/c_H)^2\left[1+(c_F/c_G)^2\right]}
=\frac1{1+0.0317\times1.0371}=0.968 .$$

**The ground level is 96.8 % ³H, 3.1 % ¹G and 0.1 % ³F.** The ³F share is small because ³F reaches ³H through ¹G alone. A separate diagonalisation in all 91 determinants, with ³H identified through $\mathbf L^2$ and $\mathbf S^2$, gives the same purity.

The fit without $\alpha$ gives 96.9 %. In this example, a Hamiltonian that misses the levels by 200 cm⁻¹ rms still gives the purity to within 0.1 percentage point. The impurity is small and scales as $a^2\zeta^2/(H_{GG}-H_{HH})^2$, so errors of one or two percent in $\zeta$ and in the gap move it by about 0.1 point each. Here the two errors also partly cancel. From the table, $H_{GG}-H_{HH}=-\tfrac1{45}F^2+\tfrac{148}{1089}F^4+\tfrac{175}{14157}F^6+3\zeta-10\alpha$, which is 7866 cm⁻¹ without $\alpha$ against 7722 cm⁻¹ with it and lowers the impurity by about 0.11 point, while the larger $\zeta$ raises it by about 0.09 point. A larger ³F–³H gap, 7526 against 7209 cm⁻¹, lowers it by a further 0.02 point, and the net change is about 0.04 point.

## Comparison

The scaling estimate gave an impurity of 0.62 %, while the matrix gives 3.18 %, about five times more. The difference can be traced.

The lowest-order formula with the correct matrix elements is

$$\frac{a^2\zeta^2}{(H_{GG}-H_{HH})^2}=\left(\frac{1368.8}{7721.8}\right)^2=3.14\ \% .$$

Relative to the estimate, this contains three factors:

- The squared angular coefficient is $10/3=3.33$, not one.
- The unmixed gap is 7722, not 9290 cm⁻¹, which contributes $(9290/7722)^2=1.45$.
- The fitted $\zeta$ is 750, not 733 cm⁻¹, which contributes 1.05.

Their product is 5.0. The power law was sound, and most of the error came from the omitted angular coefficient. The gap was too large by 1568 cm⁻¹. Of this, 244 cm⁻¹ is the downward shift of the ground level itself; the rest arises because the level at 9290 cm⁻¹ is not pure ¹G. The unmixed ³F₄ and ¹G₄ energies differ by 513 cm⁻¹, much less than their coupling of 1436 cm⁻¹, so the two repel strongly. The levels called ³F₄ and ¹G₄ contain 63 % and 61 % of the terms that name them. For these two, the LS label names the leading component and is a poor description of the state.

The mixing also shows in the spectrum. Equation (1) puts ³H₅ above ³H₄ by $\tfrac52\zeta=1874$ cm⁻¹. ³H₅ is alone in its block and cannot shift by mixing, whereas ³H₄ is pushed down by 244 cm⁻¹. The gap becomes 2118 cm⁻¹, or 0.263 eV. Within this Hamiltonian, the excess over $\tfrac52\zeta$ comes entirely from the coupling to ¹G. In a measured spectrum, magnetic interactions omitted here can also change the intervals.

### Two limits

For $\zeta\to0$ at fixed Slater integrals, the impurity goes to zero as $\tfrac{10}{3}(\zeta/\Delta)^2$, with $\Delta$ the unmixed ¹G–³H gap. This is the scaling law with its coefficient supplied.

In the opposite limit, $F^k,\alpha\to0$, the lowest $J=4$ energy is $-4\zeta$. The same amplitude equations give

$$\left(\frac{c_G}{c_H}\right)^2=\frac{(-4+3)^2}{10/3}=\frac3{10},\qquad
\left(\frac{c_F}{c_G}\right)^2=\frac{11/3}{(-4-3/2)^2}=\frac4{33},$$

$$w(^3\mathrm H)=\left[1+\frac3{10}\cdot\frac{37}{33}\right]^{-1}=\frac{110}{147}\approx0.75 .$$

Even a pure $(5/2)^2$ state with $J=4$ is three-quarters ³H. A large ³H weight is therefore not by itself proof of good LS coupling. The fitted 96.8 % should be read on a scale that runs from 75 % in the jj limit to 100 % in the LS limit.

### Consequence for the magnetic moment

$\mathbf L$ and $\mathbf S$ both commute with $\mathbf L^2$ and $\mathbf S^2$, so the moment operator $\mathbf L+g_s\mathbf S$ does not connect different terms. The g factor of the level is then the average of the Landé values

$$g=1+(g_s-1)\frac{J(J+1)-L(L+1)+S(S+1)}{2J(J+1)}$$

with the LS weights. For $J=4$ these values are 0.7995 for ³H, 1.2506 for ³F and 1 for ¹G:

$$g_J=0.9682(0.7995)+0.0011(1.2506)+0.0307(1)=0.806 .$$

The admixture raises $g_J$ by 0.8 % relative to pure ³H₄. The free-ion moment $g_J\sqrt{J(J+1)}$ rises from 3.58 to 3.61 Bohr magnetons. In a solid, a crystal field also mixes states of different $J$ and splits the ninefold ground level, so neither this moment nor the purity carries over unchanged. The fitted levels and the leading LS weight of each are in the numerical output.

## Computed values

```
Synthetic f^2 reference set; energies in cm^-1
Coulomb coefficients f_2, f_4, f_6 (dimensionless):
  3H: -1/9, -17/363, -25/14157
  3F: -2/45, -1/33, -50/1287
  3P: 1/5, 1/33, -25/143
  1I: 1/9, 1/121, 25/184041
  1G: -2/15, 97/1089, 50/4719
  1D: 19/225, -1/11, 125/1287
  1S: 4/15, 2/11, 100/429
J=4 spin-orbit diagonal/zeta (3H,3F,1G): [-3.   1.5  0. ]
J=4 couplings/zeta: |3H-1G| 1.8257, |3F-1G| 1.9149
Parameter (cm^-1): source, start, 5-par fit, 6-par fit, rounding bound
  E0: 12075.02, 10000, 12430.9, 12073.88, 8.44
  F2: 70000.00, 60000, 69077.2, 70010.82, 44.87
  F4: 50000.00, 45000, 49167.0, 50006.93, 81.24
  F6: 35000.00, 30000, 35423.6, 34998.28, 38.59
  zeta: 750.00, 600, 760.3, 749.73, 2.31
  alpha: 20.00, 0, absent, 20.04, 0.35
Level: reference, 5-par fit, 6-par fit (cm^-1); leading LS weight (%)
  3H4: 0, -136.3, -0.5; 96.82
  3H5: 2120, 2010.3, 2117.5; 100.00
  3H6: 4320, 4238.0, 4316.4; 99.70
  3F2: 4550, 4694.1, 4553.2; 97.79
  3F3: 5950, 6114.5, 5952.8; 100.00
  3F4: 6370, 6465.8, 6368.7; 62.57
  1G4: 9290, 9390.5, 9292.2; 61.29
  1D2: 16750, 16995.5, 16749.9; 89.32
  3P0: 20520, 20530.9, 20517.7; 99.11
  3P1: 21140, 21163.1, 21138.0; 100.00
  1I6: 21160, 20570.5, 21162.7; 99.70
  3P2: 22370, 22442.8, 22372.3; 91.42
  1S0: 48240, 48300.3, 48239.2; 99.11
rms misfit: 5-par 200.33 cm^-1, 6-par 2.25 cm^-1
J=4 diagonal elements 3H, 3F, 1G (6-par fit, cm^-1): 243.1, 7452.3, 7964.9
J=4 coupling sizes (cm^-1): 3H-1G 1368.8, 3F-1G 1435.6
Ground eigenvalue (6-par fit): -0.53 cm^-1
Amplitude ratios: |cG/cH| 0.17802, |cF/cG| 0.19263
Ground weights 3H, 3F, 1G (%): 96.818, 0.114, 3.068
3H purity from 91 determinants: 96.818 %
3H purity: 5-par fit 96.856 %, source 96.816 %
Lowest-order impurity estimate: 3.142 %
g_J: pure 3H4 0.79954, mixed ground level 0.80620
Gap to first excited level: 2118.0 cm^-1 = 0.2626 eV
```
